# Orbital diamagnetism and nuclear shielding of the hydrogenic 1s state, part 2

An electron of charge $-e$ and spin $\mathbf S$ is bound to a fixed point nucleus of charge $Ze$ at the origin, in a uniform static field $\mathbf B$. Relativity is neglected. Two tasks remain.

(d) The nucleus carries a point magnetic moment $\boldsymbol\mu$, with vector potential $\mathbf A_\mu=(\mu_0/4\pi)\,\boldsymbol\mu\times\mathbf r/r^3$ and energy $-\boldsymbol\mu\cdot\mathbf B$. Find the orbital shielding constant $\sigma$, defined by writing the energy bilinear in $\boldsymbol\mu$ and $\mathbf B$ as $-(1-\sigma)\,\boldsymbol\mu\cdot\mathbf B$, from the energy and from the Biot–Savart law.

(e) Evaluate the results for H and He$^+$ at $B=10$ T.

Atomic units set $\hbar=m_e=e=4\pi\varepsilon_0=1$; the units of length, energy and field are $a_0$, $E_h$ and $B_0=\hbar/ea_0^2$, and $\alpha=e^2/4\pi\varepsilon_0\hbar c$. Here $\mathbf p=-i\nabla$, $\mathbf L=\mathbf r\times\mathbf p$ and $\mathbf A_B=\tfrac12\mathbf B\times\mathbf r$.

Part (a): for divergence-free $\mathbf A$,

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12\mathbf p^2+\mathbf A\cdot\mathbf p+\tfrac12\mathbf A^2 ,$$

and for $\mathbf B=B\hat{\mathbf z}$,

$$H=\underbrace{\tfrac12\mathbf p^2-\frac Zr}_{H_0}+\frac B2L_z+\frac{B^2}{8}(x^2+y^2)+\frac{g_e}{2}BS_z .$$

The spin term, $\pm g_eB/4$ with $g_e\approx2$, is set aside; "orbital" excludes it. The field is weak when $B\ll Z^2$.

Part (b): the 1s state $|0\rangle$ is $\psi_0=(Z^3/\pi)^{1/2}e^{-Zr}$, with $E_0=-Z^2/2$ and $\mathbf L\psi_0=0$. It keeps $m=0$ at any field strength. Its moments are $\langle r^n\rangle=\frac{(n+2)!}{2\,(2Z)^n}$, so $\langle r^2\rangle=3/Z^2$ and $\langle1/r\rangle=Z$. The diamagnetic shift is $\Delta E=\frac{B^2}{4Z^2}$ to leading order. For a spherical density and any $h(r)$,

$$\langle x_ax_b\,h(r)\rangle=\tfrac13\delta_{ab}\langle r^2h(r)\rangle .\tag{1}$$

Part (c): the induced moment is $\xi B$, with magnetizability $\xi=-\frac{\langle r^2\rangle}{6}=-\frac1{2Z^2}$. For $n$ atoms per unit volume the Langevin susceptibility $\chi$ obeys

$$\frac{\chi}{n}=-\frac{4\pi\alpha^2a_0\langle r^2\rangle}{6}=-\frac{2\pi\alpha^2a_0^3}{Z^2}.$$

To first order in $B$, with $\rho=|\psi_0|^2$, the charge (Larmor) current is

$$\mathbf j=-\rho\,\mathbf A_B=-\tfrac12\rho\,\mathbf B\times\mathbf r .\tag{2}$$

Also used:

$$\mathbf r\times(\mathbf B\times\mathbf r)=\mathbf B\,r^2-\mathbf r\,(\mathbf r\cdot\mathbf B).\tag{3}$$

$$\alpha^2a_0=\frac{e^4}{(4\pi\varepsilon_0)^2\hbar^2c^2}\cdot\frac{4\pi\varepsilon_0\hbar^2}{m_ee^2}=\frac{e^2}{4\pi\varepsilon_0m_ec^2}=\frac{\mu_0e^2}{4\pi m_e}.\tag{4}$$

### (d) Lamb shielding

In atomic units $\mu_0/4\pi=\alpha^2$, so $\mathbf A_\mu=\alpha^2\boldsymbol\mu\times\mathbf r/r^3$. The moment $\boldsymbol\mu$ is treated as a fixed vector. Its potential is divergence-free: by the product rule $\nabla\cdot[h(r)\,\boldsymbol\mu\times\mathbf r]=h'\,\hat{\mathbf r}\cdot(\boldsymbol\mu\times\mathbf r)+h\,\nabla\cdot(\boldsymbol\mu\times\mathbf r)$; the first term vanishes because $\boldsymbol\mu\times\mathbf r$ is perpendicular to $\mathbf r$, and the second as in part (a). No source hides at the origin either, because $\mathbf A_\mu$ is tangent to every sphere around it and has no flux through it. The expansion of part (a) therefore holds for $\mathbf A=\mathbf A_B+\mathbf A_\mu$:

$$H_{\rm orb}=H_0+V_B+V_{BB}+V_\mu+V_{B\mu}+V_{\mu\mu}-\boldsymbol\mu\cdot\mathbf B ,$$

with $V_B=\tfrac12\mathbf B\cdot\mathbf L$ and $V_{BB}=\tfrac12\mathbf A_B^2$ as before, and the new terms

$$V_\mu=\mathbf A_\mu\cdot\mathbf p=\alpha^2\frac{\boldsymbol\mu\cdot\mathbf L}{r^3},\qquad V_{B\mu}=\mathbf A_B\cdot\mathbf A_\mu,\qquad V_{\mu\mu}=\tfrac12\mathbf A_\mu^2 .$$

The form of $V_\mu$ uses the triple product again. The cross term has no factor $\tfrac12$ in front, because $\tfrac12(\mathbf A_B+\mathbf A_\mu)^2$ contains $\tfrac12\cdot2\,\mathbf A_B\cdot\mathbf A_\mu$.

An energy of first order in both $B$ and $\mu$ has two possible sources. One is the second-order cross term

$$\sum_{n\neq0}\frac{\langle0|V_B|n\rangle\langle n|V_\mu|0\rangle+\langle0|V_\mu|n\rangle\langle n|V_B|0\rangle}{E_0-E_n},$$

called paramagnetic shielding. It is zero: $V_B|0\rangle=0$, and $\langle0|V_B=0$ because $V_B$ is Hermitian. The other is $\langle V_{B\mu}\rangle$. The term $V_{\mu\mu}$ contains no $B$ and is of order $\mu^2$, so it does not enter $\sigma$. It behaves as $r^{-4}$, and its 1s average diverges for a point dipole, which signals that this term, unlike $V_{B\mu}$, depends on the structure near the nucleus. The cross term of $V_{BB}$ with $V_{B\mu}$ is of order $\mu B^3$ and corrects $\sigma$ by a relative amount of order $(B/Z^2)^2$.

The identity $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ gives

$$V_{B\mu}=\frac{\alpha^2}{2r^3}(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)=\frac{\alpha^2}{2}\,\frac{(\mathbf B\cdot\boldsymbol\mu)\,r^2-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)}{r^3}.$$

By (1) with $h=r^{-3}$, $\langle x_ax_b/r^3\rangle=\tfrac13\delta_{ab}\langle1/r\rangle$, so the second term averages to $\tfrac13\mathbf B\cdot\boldsymbol\mu\,\langle1/r\rangle$ and

$$\langle V_{B\mu}\rangle=\frac{\alpha^2}{2}\left(1-\frac13\right)\Big\langle\frac1r\Big\rangle\boldsymbol\mu\cdot\mathbf B=\frac{\alpha^2}{3}\Big\langle\frac1r\Big\rangle\boldsymbol\mu\cdot\mathbf B .$$

The bilinear energy is $-\boldsymbol\mu\cdot\mathbf B+\langle V_{B\mu}\rangle=-(1-\sigma)\boldsymbol\mu\cdot\mathbf B$ with

$$\sigma=\frac{\alpha^2}{3}\Big\langle\frac1r\Big\rangle=\frac{\alpha^2Z}{3}.$$

This is the Lamb formula; for hydrogen $\sigma=\alpha^2/3$. With lengths in ordinary units it reads $\sigma=\tfrac13\alpha^2a_0\langle1/r\rangle$, which by (4) is $\mu_0e^2\langle1/r\rangle/12\pi m_e$. The result depends only on $\boldsymbol\mu\cdot\mathbf B$, so the shielding is isotropic.

The Biot–Savart law gives the field at $\mathbf R$ as $\alpha^2\int\mathbf j(\mathbf r)\times(\mathbf R-\mathbf r)/|\mathbf R-\mathbf r|^3\,d^3r$. At $\mathbf R=0$ the cross product is $\mathbf j\times(-\mathbf r)=\mathbf r\times\mathbf j$. With (2), (3) and (1),

$$\mathbf B_{\rm ind}(0)=-\frac{\alpha^2}{2}\int\rho\,\frac{\mathbf B\,r^2-\mathbf r(\mathbf r\cdot\mathbf B)}{r^3}\,d^3r=-\frac{\alpha^2}{2}\cdot\frac23\Big\langle\frac1r\Big\rangle\mathbf B=-\sigma\mathbf B .$$

The nucleus sits in the field $(1-\sigma)\mathbf B$, in agreement with the energy. The same Larmor current produces $\xi$ and $\sigma$ with different weights. The moment of a current loop grows with its area, so $\xi$ carries $\langle r^2\rangle$ and is governed by the outer part of the density. The field at the centre of a loop of given current falls as the inverse radius, so $\sigma$ carries $\langle1/r\rangle$ and weights the inner part. Raising $Z$ lowers $|\xi|$ as $Z^{-2}$ and raises $\sigma$ as $Z$.

Again only the orbital part has been computed. The electron spin moment also couples to the field of $\boldsymbol\mu$, which is the hyperfine interaction. On dimensional grounds that field is of order $\alpha^2\mu Z^3$ at the distance $1/Z$ and the spin moment is of order one, whereas the shielding energy is $\alpha^2\mu ZB/3$. The ratio is of order $Z^2/B$, large in the whole weak-field regime. In a one-electron atom the shielding is therefore a small correction to the nuclear Zeeman energy beside a much larger hyperfine energy. For a spherical atom with paired spins the first-order hyperfine energy is absent and the same derivation gives $\sigma=\tfrac13\alpha^2\sum_i\langle1/r_i\rangle$. In a molecule $\mathbf L$ about the nucleus does not in general annihilate the ground state, and the paramagnetic cross term contributes.

### (e) Numbers at 10 T

The constants are $a_0=0.529177$ Å, $E_h=27.2114$ eV, $B_0=235052$ T and $\alpha^2=5.32514\times10^{-5}$. The results below are values of the model. A finite nuclear mass $M$ replaces $m_e$ by the reduced mass in the Coulomb problem. This raises $\langle r^2\rangle$ by a relative amount of about $2m_e/M$ and lowers $\langle1/r\rangle$ by about $m_e/M$, which for the proton is roughly one part in 900 and one part in 1800. The mass also enters the magnetic terms. For neutral hydrogen at rest the diamagnetic term carries the reduced mass in place of $m_e$, so $\Delta E$, $|\xi|$ and $|\chi|$ rise by about $3m_e/M$ in all ($\chi/n$ below moves from $-4.958$ to $-4.966\times10^{-5}$ Å$^3$). The rotation of the electron relative to the nucleus is slowed by a further $m_e/M$, so $\sigma$ falls by roughly $2m_e/M$, from 17.75 to about 17.73 ppm. Relativity changes $\langle r^2\rangle$ and $\langle1/r\rangle$ by relative amounts of order $(Z\alpha)^2$. Four figures are kept so that the arithmetic can be followed; the fourth is not a prediction for the real atom.

The field in atomic units is $10/235052=4.25438\times10^{-5}$. For hydrogen $\langle r^2\rangle=3\times0.529177^2=0.8401$ Å$^2$, $\langle x^2+y^2\rangle=\tfrac23\times0.8401=0.5601$ Å$^2$ and $\langle1/r\rangle=1/0.529177=1.8897$ Å$^{-1}$.

The diamagnetic shift is

$$\Delta E=\tfrac14\,(4.25438\times10^{-5})^2\times27.2114\ \text{eV}=1.231\times10^{-8}\ \text{eV}.$$

The spin Zeeman shift, with $g_e\approx2$, is $\tfrac24\times4.25438\times10^{-5}\times27.2114=5.8\times10^{-4}$ eV, larger by the factor $5.8\times10^{-4}/1.231\times10^{-8}=4.7\times10^4$. Algebraically the ratio is $(g_eB/4)/(B^2/4Z^2)=g_eZ^2/B$.

The atomic unit of magnetizability is $E_h/B_0^2$, so $\xi=-\tfrac12\times27.2114/235052^2=-2.463\times10^{-10}$ eV/T$^2$, and the induced moment at 10 T is $-2.463\times10^{-9}$ eV/T. The susceptibility per atom is

$$\frac\chi n=-2\pi\times5.32514\times10^{-5}\times0.529177^3\ \text{Å}^3=-4.958\times10^{-5}\ \text{Å}^3 .$$

Multiplying by $10^{-30}$ m$^3$/Å$^3$ and by the Avogadro constant gives the SI molar susceptibility $-2.986\times10^{-11}$ m$^3$/mol.

The shielding is

$$\sigma=\frac{5.32514\times10^{-5}}{3}=17.75\ \text{ppm},$$

and the induced field at the nucleus is $-17.75\times10^{-6}\times10\ \text{T}=-1.775\times10^{-4}$ T. A bare proton has two levels $\mp\mu_pB$; with the tabulated proton moment their separation at 10 T is $2\mu_pB=1.76086\times10^{-6}$ eV. The orbital shielding reduces it by $17.75\times10^{-6}\times1.76086\times10^{-6}=3.126\times10^{-11}$ eV, which divided by Planck's constant is 7.56 kHz.

For He$^+$, $Z=2$. The shift is $1.231\times10^{-8}/4=3.078\times10^{-9}$ eV, the susceptibility per ion is $-4.958\times10^{-5}/4=-1.240\times10^{-5}$ Å$^3$, and $\sigma=2\times17.75=35.50$ ppm. The ion has a net charge, so these values rely on the assumption that the nucleus is held fixed.

## Variation 1: the gauge origin is moved off the nucleus

Repeat part (b) with $\mathbf A'=\tfrac12\mathbf B\times(\mathbf r-\mathbf d)$, $\mathbf d=d\,\hat{\mathbf x}$, and evaluate the pieces for hydrogen at 10 T with $d=1$ Å.

Here $\mathbf A'=\tfrac B2(-y,\,x-d,\,0)=\mathbf A_B-\tfrac{Bd}2\hat{\mathbf y}$. A constant changes neither curl nor divergence, so the field is the same and the expansion of part (a) holds, with

$$\mathbf A'\cdot\mathbf p=\frac B2(L_z-d\,p_y),\qquad \tfrac12\mathbf A'^2=\frac{B^2}8\left[(x-d)^2+y^2\right].$$

Since $\langle x\rangle=0$ by reflection, the diamagnetic average is $\tfrac{B^2}8\langle x^2+y^2\rangle+\tfrac{B^2d^2}8$. It has grown.

The linear term $V$ now acts on 1s: $V|0\rangle=-\tfrac{Bd}2p_y|0\rangle$. Its first-order energy vanishes because $p_y\psi_0$ is odd in $y$. Its second-order energy is $-\tfrac{B^2d^2}4S$, with $S=\sum_{n\neq0}|\langle n|p_y|0\rangle|^2/(E_n-E_0)$ running over bound and continuum states. From $[p_y,y]=-i$ follows $[H_0,y]=\tfrac12(p_y[p_y,y]+[p_y,y]p_y)=-ip_y$, so $p_y=i[H_0,y]$ and $\langle n|p_y|0\rangle=i(E_n-E_0)\langle n|y|0\rangle$. Using this for one of the two factors cancels the denominator:

$$S=i\sum_{n\neq0}\langle0|p_y|n\rangle\langle n|y|0\rangle=i\langle0|p_y\,y|0\rangle ,$$

where the term $n=0$ could be added because $\langle y\rangle=0$, and completeness was used. Directly, $\langle p_yy\rangle=-i\int\psi_0\,\partial_y(y\psi_0)\,d^3r=-i\left[1+\tfrac12\int y\,\partial_y\psi_0^2\,d^3r\right]=-i\left[1-\tfrac12\right]$, the last step by partial integration. Hence $S=i\cdot(-\tfrac i2)=\tfrac12$, and the paramagnetic energy is $-B^2d^2/8$. It cancels the increase, and the total is again $B^2/4Z^2$.

The cancellation holds to all orders. Since $p_ye^{iBdy/2}\psi=e^{iBdy/2}(p_y+\tfrac{Bd}2)\psi$, one has $(\mathbf p+\mathbf A')e^{iBdy/2}\psi=e^{iBdy/2}(\mathbf p+\mathbf A_B)\psi$, so the two Hamiltonians are related by a phase factor and share their spectrum. Only the sum of the diamagnetic and paramagnetic energies is physical. The Langevin formula, with no paramagnetic part, belongs to the gauge centred on the nucleus.

With $d=1/0.529177$ in atomic units,

$$\frac{B^2d^2}8=\frac{(4.25438\times10^{-5})^2}{8\times0.529177^2}\times27.2114\ \text{eV}=2.199\times10^{-8}\ \text{eV}.$$

The diamagnetic piece is $1.231\times10^{-8}+2.199\times10^{-8}=3.430\times10^{-8}$ eV, the paramagnetic piece is $-2.199\times10^{-8}$ eV, and the sum is $1.231\times10^{-8}$ eV.

## Variation 2: the next order in the field

Find the $B^4$ term of the 1s shift, and judge the leading term for hydrogen at 10 T and at 25000 T.

By part (b) the state keeps $m=0$, so $H=H_0+B^2W$ with $W=\tfrac18r^2\sin^2\theta$. Write $\psi=\psi_0+B^2\psi_1+B^4\psi_2$ and $E=E_0+B^2E_1+B^4E_2$, with $E_1=1/4Z^2$. The orders $B^2$ and $B^4$ of $H\psi=E\psi$ are

$$(H_0-E_0)\psi_1=-(W-E_1)\psi_0,\qquad(H_0-E_0)\psi_2+(W-E_1)\psi_1=E_2\psi_0 .$$

Projecting the second on $\psi_0$ removes $\psi_2$, because $H_0-E_0$ is Hermitian and annihilates $\psi_0$, and leaves $E_2=\langle\psi_0|W-E_1|\psi_1\rangle$. Following Dalgarno and Lewis, put $\psi_1=f\psi_0$. Then $\nabla^2(f\psi_0)=\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0+f\nabla^2\psi_0$ with $\nabla\psi_0=-Z\hat{\mathbf r}\psi_0$. The last term combines with $-Z/r-E_0$ to zero, so

$$-\tfrac12\nabla^2f+Z\,\partial_rf=-(W-E_1),\qquad E_2=\langle(W-E_1)f\rangle .$$

A constant added to $f$ does not change $E_2$, since $\langle W-E_1\rangle=0$.

With $P_2=\tfrac12(3\cos^2\theta-1)$ one has $1-P_2=\tfrac32\sin^2\theta$, so $W=\tfrac1{12}r^2(1-P_2)$. The Laplacian obeys $\nabla^2(r^kP_l)=[k(k+1)-l(l+1)]r^{k-2}P_l$: the radial part gives $k(k-1)+2k$, and the angular part is $-\mathbf L^2/r^2$ with eigenvalue $l(l+1)$. Try $f=ar^2+br^3+(cr^2+sr^3)P_2$.

The isotropic part of the equation is $-3a-6br+2Zar+3Zbr^2=-\tfrac1{12}r^2+\tfrac1{4Z^2}$. The $r^2$ terms give $b=-1/36Z$, the $r$ terms give $a=3b/Z=-1/12Z^2$, and the constant terms, $-3a=1/4Z^2$, are then satisfied. In the $P_2$ part, $\nabla^2(r^2P_2)=0$ and $\nabla^2(r^3P_2)=6rP_2$, so $-3sr+2Zcr+3Zsr^2=+\tfrac1{12}r^2$, giving $s=1/36Z$ and $c=3s/2Z=1/24Z^2$.

The angular averages, with $u=\cos\theta$, are $\tfrac12\int_{-1}^1P_2\,du=\tfrac12(3\cdot\tfrac13-1)=0$ and $\tfrac12\int_{-1}^1P_2^2\,du=\tfrac14(\tfrac95-2+1)=\tfrac15$, so the two parts contribute separately. The moment formula gives $\langle r^2\rangle=3/Z^2$, $\langle r^3\rangle=15/2Z^3$, $\langle r^4\rangle=45/2Z^4$, $\langle r^5\rangle=315/4Z^5$. Every term carries $Z^{-6}$, which is taken out. The isotropic part, the average of $(\tfrac{r^2}{12}-\tfrac14)(-\tfrac{r^2}{12}-\tfrac{r^3}{36})$ at $Z=1$, is

$$-\frac{45/2}{144}-\frac{315/4}{432}+\frac3{48}+\frac{15/2}{144}=\frac{-30-35+12+10}{192}=-\frac{43}{192}.$$

The $P_2$ part, the average of $-\tfrac{r^2}{12}(\tfrac{r^2}{24}+\tfrac{r^3}{36})P_2^2$, is

$$-\frac1{60}\left(\frac{45/2}{24}+\frac{315/4}{36}\right)=-\frac1{60}\left(\frac{15}{16}+\frac{35}{16}\right)=-\frac{10}{192}.$$

Therefore

$$\Delta E=\frac{B^2}{4Z^2}-\frac{53}{192}\frac{B^4}{Z^6}+O(B^6),\qquad\frac{53}{192}=0.276042 .$$

The correction is negative, as every second-order correction to a lowest level is. The cloud contracts, most strongly across the field: for hydrogen $\psi_1$ changes $\langle x^2\rangle$ by $-\tfrac{53}{24}B^2$ and $\langle z^2\rangle$ by $-\tfrac{23}{24}B^2$. The diamagnetic term thereby falls by $\tfrac{53}{96}B^4$, and half of this gain is paid back as a rise of $\langle H_0\rangle$. The sign holds beyond this order: $\langle\psi_0|H|\psi_0\rangle=E_0+B^2/4Z^2$ exactly and $\psi_0$ has $m=0$, so by the variational principle $B^2/4Z^2$ is an upper bound to the shift of the lowest $m=0$ level at every field. For $B\gg Z^2$ the quadratic law fails altogether. Without the Coulomb term the $m=0$ problem is a two-dimensional oscillator with $\tfrac12\omega^2=B^2/8$, $\omega=B/2$, whose zero-point energy $2\cdot\tfrac12\omega=B/2$ is linear in the field.

The ratio of the $B^4$ term to the $B^2$ term is $-\tfrac{53}{48}(B/Z^2)^2$. For hydrogen at 10 T it is $-4\times0.276042\times(4.25438\times10^{-5})^2=-2.0\times10^{-9}$, far below the neglected mass and relativistic corrections. At 25000 T the field is $25000/235052=0.10636$ atomic units. The leading term is $\tfrac14\times0.10636^2\times27.2114=0.07696$ eV, and subtracting $0.276042\times0.10636^4\times27.2114$ eV leaves $0.07600$ eV. A value free of the expansion in $B$ comes from diagonalizing $H_0+B^2W$ numerically in a basis of radial Laguerre functions $r^lL_n^{2l+2}(2\lambda r)e^{-\lambda r}$, with a fixed exponent $\lambda$, times spherical harmonics $Y_{l0}$ of even $l$, the only ones that $W$ couples to 1s since it conserves $m$ and parity. The lowest eigenvalue lies $0.07604$ eV above its zero-field value. The leading term is thus too high by 1.2% relative to the diagonalized shift, on the side required by the bound. The two-term value lies slightly below the diagonalized one; that the remaining difference is mainly a positive $B^6$ term is a conjecture here, since that term has not been derived.
